# Why convex energies share electrons between 3d and 4s: a program that tests the result

```python
"""Fractional 3d/4s filling from a convex energy, tested on manganese.
Claim: E(t) = E(0) + Delta*t - K*t*(1-t)/2 for t electrons moved 4s -> 3d.
If K > 0 and |Delta| < K/2, the minimum is t = 1/2 - Delta/K and the 3d and
4s eigenvalues agree there; otherwise an integer end has the lowest energy.
Delta: energy difference of the ends; K: curvature of the segment.
The atom is treated with spherical shells in the local spin-density
approximation (Slater exchange, VWN correlation), without relativity.
All internal quantities are in Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma
from pyscf import dft, gto, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def segment_minimum(delta, curvature):
    """Predicted position of the minimum on 0 <= t <= 1."""
    if curvature <= 0:
        return 0.0 if delta > 0 else 1.0
    return float(np.clip(0.5 - delta / curvature, 0.0, 1.0))


# Two-level quadratic energy: formula against brute-force minimization.
rng = np.random.default_rng(4)
grid_t = np.linspace(0, 1, 4001)
kinds = {"interior": 0, "convex end": 0, "concave": 0}
for trial in range(300):
    e_d, e_s = rng.uniform(-1, 1, 2)
    u_dd, u_ss, u_ds = rng.uniform(0, 1, 3)
    # Shift the d level so that the two configurations are close in energy.
    e_d = e_s - 5.5 * u_dd + 1.5 * u_ss - 3.5 * u_ds + 5 * u_ds * 2 \
        - 3 * u_ds - 2 * u_ds + rng.uniform(-0.5, 0.5)

    def model(nd, ns):
        return (e_d * nd + e_s * ns + u_dd * nd**2 / 2
                + u_ds * nd * ns + u_ss * ns**2 / 2)

    # Correct any remaining offset using the energies themselves.
    target = rng.uniform(-0.5, 0.5)
    e_d += target - (model(6, 1) - model(5, 2))
    difference = model(6, 1) - model(5, 2)
    bend = u_dd + u_ss - 2 * u_ds
    best = segment_minimum(difference, bend)
    values = model(5 + grid_t, 2 - grid_t)
    assert model(5 + best, 2 - best) <= values.min() + 1e-10
    step = 1e-4

    def level_gap(t):
        nd, ns = 5 + t, 2 - t
        d_level = (model(nd + step, ns) - model(nd - step, ns)) / (2 * step)
        s_level = (model(nd, ns + step) - model(nd, ns - step)) / (2 * step)
        return d_level - s_level

    assert abs(level_gap(0) - (difference - bend / 2)) < 1e-8
    assert abs(level_gap(1) - (difference + bend / 2)) < 1e-8
    if 0 < best < 1:
        assert abs(level_gap(best)) < 1e-8
        gain = model(5, 2) - model(5 + best, 2 - best)
        assert abs(gain - bend * best**2 / 2) < 1e-10
        kinds["interior"] += 1
    else:
        kinds["convex end" if bend > 0 else "concave"] += 1
assert min(kinds.values()) > 10

# Radial Gaussian basis and logarithmic integration grid.
Z = 25
series = 0.02 * 2.3 ** np.arange(21)
exponents = [series, series[1:15], series[1:12]]
log_r = np.linspace(np.log(1e-5), np.log(50.0), 620)
spacing = log_r[1] - log_r[0]
r = np.exp(log_r)
weight = 4 * np.pi * r**3 * spacing
coulomb = 1 / np.maximum.outer(r, r)
# Euler-Maclaurin correction for the kink of 1/max(r, r').
coulomb[np.diag_indices(len(r))] *= 1 - spacing / 12

to_gaussians, core_matrices, radial = [], [], []
for l, a in enumerate(exponents):
    total = a[:, None] + a[None, :]
    product = a[:, None] * a[None, :]
    overlap = (2 * np.sqrt(product) / total) ** (l + 1.5)
    kinetic = (2 * l + 3) * product / total * overlap
    inverse_r = overlap * gamma(l + 1) / gamma(l + 1.5) * np.sqrt(total)
    val, vec = np.linalg.eigh(overlap)
    X = (vec / np.sqrt(val)) @ vec.T
    norm = np.sqrt(2 * (2 * a) ** (l + 1.5) / gamma(l + 1.5))
    functions = norm * r[:, None] ** l * np.exp(-a * r[:, None] ** 2)
    to_gaussians.append(X)
    core_matrices.append(X @ (kinetic - Z * inverse_r) @ X)
    radial.append(functions @ X)


def hartree(n_total):
    potential = coulomb @ (weight * n_total)
    return 0.5 * np.dot(weight * n_total, potential), potential


def exchange_correlation(n):
    exc, vxc = dft.libxc.eval_xc("lda,vwn", (n[0], n[1]), spin=1, deriv=1)[:2]
    return np.dot(weight, n.sum(axis=0) * exc), np.asarray(vxc[0]).T


scaled_r = r * Z ** (1 / 3) / 0.885
screening = (Z - 1) * (1 - (1 + 0.54 * scaled_r) ** -2) / r
last_potential = [np.array([screening, screening])]


def solve_atom(valence):
    """valence = (s_up, d_up, s_down, d_down), held fixed during SCF."""
    occ = [[np.array([1, 1, 1, valence[2 * k]]), np.array([3.0, 3.0]),
            np.array([valence[2 * k + 1]])] for k in range(2)]
    v = last_potential[0].copy()
    old_v, old_res = [], []
    for iteration in range(300):
        levels, orbitals = [[], []], [[], []]
        density = np.zeros((2, len(r)))
        one_body = 0.0
        for k in range(2):
            for l in range(3):
                B = radial[l]
                h = core_matrices[l] + B.T @ (
                    (weight / (4 * np.pi) * v[k])[:, None] * B)
                e, c = eigh(h)
                f = occ[k][l]
                c_occ = c[:, :len(f)]
                density[k] += ((B @ c_occ) ** 2) @ f / (4 * np.pi)
                one_body += np.sum(f * np.sum(
                    c_occ * (core_matrices[l] @ c_occ), axis=0))
                levels[k].append(e)
                orbitals[k].append(c)
        e_h, v_h = hartree(density.sum(axis=0))
        e_xc, v_xc = exchange_correlation(density)
        residual = v_h + v_xc - v
        if np.max(np.abs(residual)) < 1e-7:
            break
        old_v.append(v.ravel().copy())
        old_res.append(residual.ravel().copy())
        old_v, old_res = old_v[-7:], old_res[-7:]
        new = old_v[-1] + 0.4 * old_res[-1]
        if len(old_v) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            dres = np.diff(np.array(old_res), axis=0).T
            mix = np.linalg.lstsq(dres, old_res[-1], rcond=1e-10)[0]
            new -= (dv + 0.4 * dres) @ mix
        v = new.reshape(v.shape)
    else:
        raise RuntimeError("atomic SCF did not converge")
    last_potential[0] = v
    return dict(energy=one_body + e_h + e_xc, levels=levels,
                orbitals=orbitals, density=density, occ=occ)


def unpolarised(t):
    return (1 - t / 2, 2.5 + t / 2, 1 - t / 2, 2.5 + t / 2)


def polarised(t):
    return (1.0, 5.0, 1 - t, t)


def dication(t):
    return (1 - t, 4 + t, 0.0, 0.0)


def gap(state, spin):
    return state["levels"][spin][2][0] - state["levels"][spin][0][3]


scan_t = np.linspace(0, 1, 5)


def analyse(configuration, spin):
    states = [solve_atom(configuration(t)) for t in scan_t]
    energy = np.array([s["energy"] for s in states])
    slopes = np.array([gap(s, spin) for s in states])
    candidates = [0.0, 1.0]
    for j in range(4):
        if slopes[j] < 0 < slopes[j + 1]:
            candidates.append(brentq(
                lambda t: gap(solve_atom(configuration(t)), spin),
                scan_t[j], scan_t[j + 1], xtol=1e-7))
    solved = [solve_atom(configuration(t)) for t in candidates]
    index = int(np.argmin([s["energy"] for s in solved]))
    best_t, best_state = candidates[index], solved[index]
    # Level alignment must locate the minimum of the total energies.
    assert best_state["energy"] <= energy.min() + 1e-7
    if 0 < best_t < 1:
        assert abs(gap(best_state, spin)) < 1e-5
    delta = energy[-1] - energy[0]
    curvature = 8 * ((energy[0] + energy[-1]) / 2 - energy[2])
    return dict(states=states, energy=energy, slopes=slopes, t=best_t,
                state=best_state, delta=delta, K=curvature, spin=spin,
                predicted=segment_minimum(delta, curvature))


neutral = analyse(unpolarised, 0)
magnetic = analyse(polarised, 1)
ion = analyse(dication, 0)

# Integral of eigenvalue differences against total-energy difference.
boole = np.dot([7, 32, 12, 32, 7], neutral["slopes"]) / 90
assert abs(boole - neutral["delta"]) < 2e-5
plus = solve_atom(polarised(0.51))["energy"]
minus = solve_atom(polarised(0.49))["energy"]
numerical_slope = (plus - minus) / 0.02
assert abs(numerical_slope - magnetic["slopes"][2]) < 2e-5

# The unpolarised atom is fractional; the dication keeps integer filling.
assert 0 < neutral["t"] < 1 and neutral["K"] > 0
assert abs(neutral["delta"]) < neutral["K"] / 2
assert abs(neutral["t"] - neutral["predicted"]) < 0.1
assert ion["t"] == 1 and ion["K"] > 0
assert ion["delta"] < -ion["K"] / 2 and ion["slopes"][-1] < 0

# Other levels must respect the filling order in the polarised atom.
mag_levels = magnetic["state"]["levels"]
frontier = min(mag_levels[1][0][3], mag_levels[1][2][0])
assert max(mag_levels[0][0][3], mag_levels[0][2][0]) < frontier
assert frontier < min(mag_levels[0][1][2], mag_levels[1][1][2])

# Frozen-orbital origin of the curvature in the unpolarised atom.
middle = neutral["states"][2]
change = np.zeros_like(middle["density"])
for k in range(2):
    d_wave = radial[2] @ middle["orbitals"][k][2][:, 0]
    s_wave = radial[0] @ middle["orbitals"][k][0][:, 3]
    change[k] = (d_wave**2 - s_wave**2) / (8 * np.pi)
left, right = middle["density"] - change / 2, middle["density"] + change / 2
K_hartree = 2 * hartree(change.sum(axis=0))[0]
K_hartree_bow = 4 * (hartree(left.sum(axis=0))[0]
                     + hartree(right.sum(axis=0))[0]
                     - 2 * hartree(middle["density"].sum(axis=0))[0])
K_xc = 4 * (exchange_correlation(left)[0] + exchange_correlation(right)[0]
            - 2 * exchange_correlation(middle["density"])[0])
K_frozen = K_hartree + K_xc
assert abs(K_hartree - K_hartree_bow) < 1e-8
assert K_hartree > 0 > K_xc
assert K_frozen > neutral["K"] > 0

# A term that vanishes at integers removes the quadratic bowing.
corrected = neutral["energy"] + neutral["K"] * scan_t * (1 - scan_t) / 2
line = neutral["energy"][0] + neutral["delta"] * scan_t
leftover = np.max(np.abs(corrected - line))
assert int(np.argmin(corrected)) in (0, 4)
assert leftover < 0.25 * neutral["K"] / 8

# Evaluate the same density matrix with three-dimensional integrals.
basis = [[l, [float(a), 1.0]] for l in range(3) for a in exponents[l]]
mol = gto.M(atom="Mn 0 0 0", basis={"Mn": basis}, spin=5, verbose=0)
check_state = magnetic["states"][2]
matrices = np.zeros((2, mol.nao, mol.nao))
for k in range(2):
    start = 0
    for l in range(3):
        f = check_state["occ"][k][l]
        c = to_gaussians[l] @ check_state["orbitals"][k][l][:, :len(f)]
        block = np.kron((c * f) @ c.T / (2 * l + 1), np.eye(2 * l + 1))
        stop = start + len(block)
        matrices[k, start:stop, start:stop] = block
        start = stop
electron_count = np.sum(matrices.sum(axis=0) * mol.intor("int1e_ovlp"))
assert abs(electron_count - Z) < 1e-6
reference = dft.UKS(mol)
reference.xc = "lda,vwn"
reference.grids.level = 3
energy_3d = reference.energy_tot(dm=matrices)
assert abs(energy_3d - check_state["energy"]) < 1e-3

print("Random quadratic models:", kinds)
print("t = electrons moved from 4s to 3d; gap = eps_3d - eps_4s")
for name, result in (("Mn unpolarised, d5s2 to d6s1", neutral),
                     ("Mn polarised, minority s to d", magnetic),
                     ("Mn2+ majority, d4s1 to d5", ion)):
    k = result["spin"]
    lev = result["state"]["levels"][k]
    lower_end = min(result["energy"][0], result["energy"][-1])
    gain = lower_end - result["state"]["energy"]
    print(name)
    print(f"  E(0) = {result['energy'][0]:.5f} Ha")
    print(f"  Delta = {result['delta']:.5f} Ha"
          f" = {result['delta'] * HARTREE_EV:.3f} eV")
    print(f"  K = {result['K']:.5f} Ha = {result['K'] * HARTREE_EV:.3f} eV")
    print("  gap at t=0,1/4,1/2,3/4,1 (Ha):",
          " ".join(f"{x:.5f}" for x in result["slopes"]))
    print(f"  t at minimum = {result['t']:.4f};"
          f" quadratic prediction = {result['predicted']:.4f}")
    print(f"  eps_3d = {lev[2][0]:.5f} Ha; eps_4s = {lev[0][3]:.5f} Ha")
    print(f"  gain below lower integer end = {1000 * gain:.4f} mHa")
print(f"Unpolarised Mn: 3d occupation = {5 + neutral['t']:.4f},"
      f" 4s = {2 - neutral['t']:.4f}")
print(f"Polarised Mn: 3d occupation = {5 + magnetic['t']:.4f},"
      f" 4s = {2 - magnetic['t']:.4f}")
print(f"Polarised Mn majority eps_3d = {mag_levels[0][2][0]:.5f} Ha;"
      f" eps_4s = {mag_levels[0][0][3]:.5f} Ha")
print("Curvature of unpolarised Mn, orbitals frozen at t=1/2:")
print(f"  Hartree = {K_hartree:.5f} Ha; xc = {K_xc:.5f} Ha")
print(f"  frozen total = {K_frozen:.5f} Ha")
print(f"  relaxation = {neutral['K'] - K_frozen:.5f} Ha")
print(f"Integrated gap, unpolarised Mn = {boole:.6f} Ha;"
      f" energy difference = {neutral['delta']:.6f} Ha")
print(f"Polarised Mn at t=1/2: numerical slope = {numerical_slope:.6f} Ha;"
      f" gap = {magnetic['slopes'][2]:.6f} Ha")
print(f"Corrected unpolarised segment: minimum on scan at t ="
      f" {scan_t[np.argmin(corrected)]:.2f}")
print(f"  largest leftover bowing on scan = {1000 * leftover:.4f} mHa")
print(f"Radial and 3D energies differ by"
      f" {1000 * abs(energy_3d - check_state['energy']):.4f} mHa")
print("checks complete")
```

It prints:

```
Random quadratic models: {'interior': 77, 'convex end': 59, 'concave': 164}
t = electrons moved from 4s to 3d; gap = eps_3d - eps_4s
Mn unpolarised, d5s2 to d6s1
  E(0) = -1148.44477 Ha
  Delta = -0.02464 Ha = -0.670 eV
  K = 0.09432 Ha = 2.566 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): -0.07542 -0.04777 -0.02282 -0.00061 0.01889
  t at minimum = 0.7573; quadratic prediction = 0.7613
  eps_3d = -0.16292 Ha; eps_4s = -0.16292 Ha
  gain below lower integer end = 2.3434 mHa
Mn polarised, minority s to d
  E(0) = -1148.63948 Ha
  Delta = 0.03774 Ha = 1.027 eV
  K = 0.05324 Ha = 1.449 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): 0.00792 0.02483 0.03933 0.05140 0.06137
  t at minimum = 0.0000; quadratic prediction = 0.0000
  eps_3d = -0.16067 Ha; eps_4s = -0.16859 Ha
  gain below lower integer end = -0.0000 mHa
Mn2+ majority, d4s1 to d5
  E(0) = -1147.47127 Ha
  Delta = -0.29313 Ha = -7.976 eV
  K = 0.12852 Ha = 3.497 eV
  gap at t=0,1/4,1/2,3/4,1 (Ha): -0.36066 -0.32489 -0.29134 -0.26040 -0.23318
  t at minimum = 1.0000; quadratic prediction = 1.0000
  eps_3d = -0.96440 Ha; eps_4s = -0.73122 Ha
  gain below lower integer end = 0.0000 mHa
Unpolarised Mn: 3d occupation = 5.7573, 4s = 1.2427
Polarised Mn: 3d occupation = 5.0000, 4s = 2.0000
Polarised Mn majority eps_3d = -0.31533 Ha; eps_4s = -0.20597 Ha
Curvature of unpolarised Mn, orbitals frozen at t=1/2:
  Hartree = 0.31056 Ha; xc = -0.02737 Ha
  frozen total = 0.28319 Ha
  relaxation = -0.18888 Ha
Integrated gap, unpolarised Mn = -0.024640 Ha; energy difference = -0.024640 Ha
Polarised Mn at t=1/2: numerical slope = 0.039330 Ha; gap = 0.039330 Ha
Corrected unpolarised segment: minimum on scan at t = 1.00
  largest leftover bowing on scan = 0.3408 mHa
Radial and 3D energies differ by 0.0003 mHa
checks complete
```
